# The R⁻⁷ Dispersion Term: Origin, Symmetry, Averaging and Origin Shifts, part 1

(Sections cited here and not found follow in the second part.)

## 1. The $R^{-7}$ term and the dipole-quadrupole polarizability

### Definitions and conventions

Two molecules A and B are held at fixed orientations with clamped nuclei. An origin is chosen in each, and $\mathbf R=R\,\mathbf n$, with $\mathbf n$ a unit vector, runs from the origin of A to the origin of B. A charge $q_i$ of A has position $\mathbf x_i$ relative to the origin of A; a charge $q_j$ of B has position $\mathbf y_j$ relative to the origin of B. SI units are used, with $k=1/(4\pi\varepsilon_0)$. Latin subscripts $a,b,c,\dots$ denote Cartesian components, and repeated subscripts are summed.

The dipole moment and the traceless quadrupole moment of a set of charges at positions $\mathbf r_i$ are

$$\mu_a=\sum_i q_i r_{ia},\qquad \Theta_{ab}=\tfrac12\sum_i q_i\left(3r_{ia}r_{ib}-r_i^2\delta_{ab}\right). \tag{1}$$

The derivatives of $1/R$ are written $T_{ab\dots}=\partial_a\partial_b\cdots(1/R)$, where $\partial_a=\partial/\partial R_a$. Since $\partial_a(1/R)=-R_a/R^3$, two further differentiations give

$$T_{ab}=\frac{3n_an_b-\delta_{ab}}{R^3}, \tag{2}$$

$$T_{abc}=-\frac{3}{R^4}\left(5n_an_bn_c-n_a\delta_{bc}-n_b\delta_{ac}-n_c\delta_{ab}\right). \tag{3}$$

Both are symmetric in all their subscripts. Both vanish when two subscripts are set equal and summed, because $\nabla^2(1/R)=0$ for $R\neq0$. Reversing $\mathbf n$ leaves $T_{ab}$ unchanged and changes the sign of $T_{abc}$.

Each isolated molecule has a non-degenerate ground state $|0\rangle$ and excited states $|m\rangle$ at energies $\hbar\omega_m$ above it. The wavefunctions are taken real, which is possible without a magnetic field or spin-orbit coupling. The charge clouds do not overlap, so that exchange is absent. The multipole expansion needs more than this: the series (5) below converges when $|\mathbf y_j-\mathbf x_i|<R$, so $R$ is taken large compared with the distances of the charges from their origins. The distance is also small enough for the interaction to be treated as instantaneous; at distances comparable with the wavelengths of the important transitions, retardation changes the power laws below.

### Expansion of the interaction

The Coulomb interaction is

$$V=k\sum_{i\in A}\sum_{j\in B}\frac{q_iq_j}{|\mathbf R+\mathbf y_j-\mathbf x_i|}. \tag{4}$$

With $\mathbf u=\mathbf y_j-\mathbf x_i$, Taylor's theorem gives

$$\frac1{|\mathbf R+\mathbf u|}=\frac1R+u_a\partial_a\frac1R+\tfrac12u_au_bT_{ab}+\tfrac16u_au_bu_cT_{abc}+\cdots. \tag{5}$$

Dispersion involves states in which both molecules are excited. A term without $\mathbf x_i$ acts on A as the total charge, a number, which has no matrix element between $|0\rangle$ and an excited state. The same holds for B and terms without $\mathbf y_j$. The terms needed therefore contain at least one factor of each position.

In the second-order term of (5), the mixed products are $-x_ay_b-y_ax_b$. The symmetry of $T_{ab}$ makes them equal after summation, and the factor $\tfrac12$ leaves $-x_ay_bT_{ab}$. In the third-order term there are three equal products with one $\mathbf x$ and two $\mathbf y$, with sign $-$, and three with two $\mathbf x$ and one $\mathbf y$, with sign $+$. Their sum is

$$-\tfrac12x_ay_by_cT_{abc}+\tfrac12x_ax_by_cT_{abc}. \tag{6}$$

The definition (1) can be solved for the second moment:

$$\tfrac12\sum_iq_ir_{ia}r_{ib}=\tfrac13\Theta_{ab}+\tfrac16\delta_{ab}\sum_iq_ir_i^2. \tag{7}$$

The last term gives nothing when contracted with $T_{abc}$, which is traceless. Summation over the charges therefore yields, for the terms that can excite both molecules,

$$V=V_3+V_4+O(R^{-5}), \tag{8}$$

$$V_3=-kT_{ab}\,\mu^A_a\mu^B_b, \tag{9}$$

$$V_4=-\frac k3T_{abc}\left(\mu^A_a\Theta^B_{bc}-\Theta^A_{ab}\mu^B_c\right). \tag{10}$$

The subscripts on $V$ give the power of $1/R$. The opposite signs in (10) arise because $\mathbf x$ enters $\mathbf u$ with a minus sign and $\mathbf y$ with a plus sign.

### Second-order energy

The dispersion energy is the part of the second-order energy with both molecules excited:

$$E_{\rm disp}=-\sum_{m\ne0}\sum_{n\ne0}\frac{|\langle00|V|mn\rangle|^2}{\hbar(\omega_m+\omega_n)}. \tag{11}$$

Here $m$ labels a state of A and $n$ a state of B. Terms with one molecule excited form the induction energy. Induction can also contribute at $R^{-6}$ and $R^{-7}$ when the molecules carry permanent moments, but it is a separate contribution and is not included here.

Let $\mu^A_a$ and $\Theta^A_{ab}$ inside a sum over states denote the real transition elements $\langle0|\mu_a|m\rangle$ and $\langle0|\Theta_{ab}|m\rangle$, and similarly for B. The squared matrix element is $V_3^2+2V_3V_4+O(R^{-8})$. Thus $R^{-6}$ comes from $V_3^2$ and $R^{-7}$ from the cross product; the next products, $V_4^2$ and $V_3$ with the $R^{-5}$ interaction, begin at $R^{-8}$. Equations (9) and (10) give

$$V_3^2=k^2T_{ab}T_{cd}\,\mu^A_a\mu^A_c\,\mu^B_b\mu^B_d, \tag{12}$$

$$2V_3V_4=\frac{2k^2}{3}T_{ab}T_{cde}\left[\mu^A_a\mu^A_c\,\mu^B_b\Theta^B_{de}-\mu^A_a\Theta^A_{cd}\,\mu^B_b\mu^B_e\right]. \tag{13}$$

In each product one molecule contributes two dipole elements, while the other contributes a dipole and a quadrupole element for the same transition. The $R^{-7}$ energy therefore needs a transition that carries both moments.

### Separation into molecular response functions

The denominator $\omega_m+\omega_n$ joins the two sums. To separate them, take $\omega_1\neq\omega_2$, both positive, and use partial fractions:

$$\int_0^\infty\frac{d\xi}{(\omega_1^2+\xi^2)(\omega_2^2+\xi^2)}
=\frac1{\omega_2^2-\omega_1^2}\left(\frac\pi{2\omega_1}-\frac\pi{2\omega_2}\right)
=\frac{\pi}{2\omega_1\omega_2(\omega_1+\omega_2)}. \tag{14}$$

Continuity extends the result to $\omega_1=\omega_2$. Hence

$$\frac1{\omega_1+\omega_2}=\frac2\pi\int_0^\infty\frac{\omega_1\omega_2\,d\xi}{(\omega_1^2+\xi^2)(\omega_2^2+\xi^2)}. \tag{15}$$

Define the dipole polarizability and the dipole-quadrupole polarizability at the imaginary frequency $i\xi$ by

$$\alpha_{ab}(i\xi)=\frac2\hbar\sum_{m\neq0}\frac{\omega_m\langle0|\mu_a|m\rangle\langle m|\mu_b|0\rangle}{\omega_m^2+\xi^2}, \tag{16}$$

$$A_{a,bc}(i\xi)=\frac2\hbar\sum_{m\neq0}\frac{\omega_m\langle0|\mu_a|m\rangle\langle m|\Theta_{bc}|0\rangle}{\omega_m^2+\xi^2}. \tag{17}$$

The tensor $\alpha_{ab}$ is symmetric. The tensor $A_{a,bc}$ is symmetric and traceless in the pair $bc$.

The static value of $A$ has a direct meaning. In a uniform field $\mathbf F$ the perturbation is $-\mu_aF_a$, and first-order perturbation theory adds $\sum_m|m\rangle\langle m|\mu_a|0\rangle F_a/(\hbar\omega_m)$ to the ground state. The change in $\langle\Theta_{bc}\rangle$ is twice the product of this amplitude with $\langle0|\Theta_{bc}|m\rangle$, summed over $m$. It equals $F_aA_{a,bc}(0)$. Thus $A$ measures the quadrupole moment induced by a uniform field.

Now let $P$ and $Q$ be any two of the response functions (16) and (17), for A and B respectively, and let $p_m$ and $q_n$ be the products of transition elements in their numerators. Equation (15) gives

$$\sum_{mn}\frac{p_mq_n}{\hbar(\omega_m+\omega_n)}
=\frac{2}{\pi\hbar}\int_0^\infty\frac{\hbar P}{2}\,\frac{\hbar Q}{2}\,d\xi
=\frac{\hbar}{2\pi}\int_0^\infty P(i\xi)Q(i\xi)\,d\xi. \tag{18}$$

Insert (12) and (13) into (11), and apply (18) to each product. The results are

$$E_6=-\frac{\hbar k^2}{2\pi}T_{ab}T_{cd}\int_0^\infty\alpha^A_{ac}\alpha^B_{bd}\,d\xi, \tag{19}$$

$$E_7=-\frac{\hbar k^2}{3\pi}T_{ab}T_{cde}\int_0^\infty\left[\alpha^A_{ac}A^B_{b,de}-A^A_{a,cd}\alpha^B_{be}\right]d\xi. \tag{20}$$

The prefactor in (20) is $\tfrac23\times\tfrac1{2\pi}=\tfrac1{3\pi}$. All response functions in the integrals are taken at $i\xi$. Equations (2) and (3) show that $E_6\propto R^{-6}$ and $E_7\propto R^{-7}$ at fixed orientations, so coefficients may be defined by

$$E_6=-\frac{C_6(\mathbf n)}{R^6},\qquad E_7=-\frac{C_7(\mathbf n)}{R^7}. \tag{21}$$

A positive $C_7$ strengthens the attraction. Since $T_{ab}$ is even and $T_{cde}$ odd in $\mathbf n$,

$$C_6(-\mathbf n)=C_6(\mathbf n),\qquad C_7(-\mathbf n)=-C_7(\mathbf n). \tag{22}$$

The $R^{-7}$ term distinguishes the two ends of a molecule. The $R^{-6}$ term does not.

The relative sign in (20) can be checked by exchanging the names A and B. This exchange reverses $\mathbf R$, which changes the sign of $T_{cde}$, and turns the first product into the second after the summed subscripts are renamed. The two changes together leave $E_7$ as it was, as they must.

### Centrosymmetric molecules

Suppose that a molecule has a centre of inversion and that its origin is placed there. Its non-degenerate ground state has definite parity, and its excited states can be chosen with definite parity. The dipole operator changes sign under inversion, so it connects states of opposite parity. The quadrupole operator does not change sign and connects states of equal parity. No excited state can have both $\langle0|\mu_a|m\rangle\ne0$ and $\langle m|\Theta_{bc}|0\rangle\ne0$. Every term of (17) then vanishes:

$$A_{a,bc}(i\xi)=0\quad\text{with the origin at an inversion centre.} \tag{23}$$

If this holds for both partners, both products in (20) vanish and $C_7=0$ for every orientation. If B alone is centrosymmetric, the second product, with $A^A$ and $\alpha^B$, generally remains. The placement of the origins is also part of the condition.

### An isotropic partner

Let B have the isotropic polarizability $\alpha^B_{be}=\bar\alpha^B\delta_{be}$ and $A^B=0$, as a spherical atom does about its nucleus. Then (20) becomes

$$E_7=\frac{\hbar k^2}{3\pi}T_{ab}T_{cdb}\int_0^\infty\bar\alpha^BA^A_{a,cd}\,d\xi. \tag{24}$$

The term with $\delta_{cd}$ in $T_{cdb}$ gives zero because $A^A$ is traceless in $cd$. For the other terms,

$$\begin{aligned}
&(3n_an_b-\delta_{ab})(5n_cn_dn_b-n_c\delta_{db}-n_d\delta_{cb})\\
&\quad=3n_a(5-1-1)n_cn_d-5n_an_cn_d+n_c\delta_{ad}+n_d\delta_{ac}\\
&\quad=4n_an_cn_d+n_c\delta_{ad}+n_d\delta_{ac}.
\end{aligned} \tag{25}$$

The prefactor $-3$ from (3) multiplies this expression. The last two terms contribute equally, since $A_{a,cd}=A_{a,dc}$. Hence

$$C_7(\mathbf n)=\frac{2\hbar k^2}{\pi}\int_0^\infty\bar\alpha^B\left[2A^A_{a,bc}n_an_bn_c+A^A_{a,ac}n_c\right]d\xi. \tag{26}$$

For a linear molecule A with its axis along $z$, reflections in the planes containing the axis forbid components with an odd number of subscripts $x$ or of subscripts $y$. Rotation about the axis makes $x$ and $y$ equivalent. Tracelessness then leaves two independent functions:

$$A_{z,zz}=A_\parallel,\quad A_{z,xx}=A_{z,yy}=-\tfrac12A_\parallel,\quad A_{x,xz}=A_{y,yz}=A_\perp, \tag{27}$$

together with the components obtained by exchanging the last two subscripts. Take $\mathbf n=(\sin\theta,0,\cos\theta)$ and write $c=\cos\theta$. The two contractions in (26) are

$$A_{a,bc}n_an_bn_c=A_\parallel\left(c^3-\tfrac12c(1-c^2)\right)+2A_\perp c(1-c^2), \tag{28}$$

$$A_{a,ac}n_c=c\,(A_\parallel+2A_\perp). \tag{29}$$

In (29) the subscript $c$ is summed, whereas the factor $c$ on the right is $\cos\theta$. Twice (28) plus (29) has the terms $3A_\parallel c^3-A_\parallel c+A_\parallel c$ and $4A_\perp(c-c^3)+2A_\perp c$. Therefore

$$C_7(\theta)=\frac{2\hbar k^2}{\pi}\int_0^\infty\bar\alpha^B\left[3A_\parallel\cos^3\theta+A_\perp\left(6\cos\theta-4\cos^3\theta\right)\right]d\xi. \tag{30}$$

It vanishes when the partner lies at right angles to the axis and changes sign between the two ends. At $\theta=0$ the bracket is $3A_\parallel+2A_\perp$.

## 2. Orientational averages, origin shifts and an example

### Symbols and results carried over

The vector $\mathbf R=R\mathbf n$ runs from the origin of molecule A to that of B, $k=1/(4\pi\varepsilon_0)$, and $T_{ab\dots}$ are the derivatives of $1/R$. The dipole polarizability $\alpha_{ab}$ and the dipole-quadrupole polarizability $A_{a,bc}$ are taken at imaginary frequency $i\xi$. The tensor $A_{a,bc}$ is symmetric and traceless in $bc$. The first two dispersion terms are $E_6=-C_6(\mathbf n)/R^6$ and $E_7=-C_7(\mathbf n)/R^7$, given by (19) and (20). Equation (20) is a sum of one product $\alpha^AA^B$ and one product $A^A\alpha^B$. For a linear A and an isotropic B, $C_7$ is given by (30), where $\theta$ is the angle from the axis of A to $\mathbf n$.

The $R^{-7}$ energy at fixed orientations is now expressed through the dipole and dipole-quadrupole polarizabilities, and it vanishes when both molecules are centrosymmetric about their origins. What remains is to average it over orientations, to find how it changes when the origins are moved, and to test the results on HF and H₂.
